# Wavelength of one-sided step meandering, and how far to trust it: a numerical check

```python
"""One-sided step meandering during step-flow growth.

Result under test: the fastest-growing in-phase meander has wavelength
    4 pi sqrt(D ceq Gamma / (F l))      (long-wave approximation)
and the full quasi-static dispersion relation is
    omega = F [ql tanh(ql) + exp(i phi) sech(ql) - 1]
            - D ceq Gamma q^3 tanh(ql).
D: adatom diffusivity, ceq: equilibrium adatom density, Gamma: capillary
length, F: flux, l: terrace width, q: wavenumber along the step,
phi: phase shift between neighbouring steps, omega: growth rate.
Lengths in lattice spacings, time in seconds, area per atom = 1.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.optimize import minimize_scalar

mp.mp.dps = 40
D_CEQ, GAMMA, FLUX, WIDTH = 100.0, 2.0, 0.1, 20.0
SPACING_NM = 0.25        # round model value for the unit conversion
CEQ_CHOSEN = 0.01        # used only for the Peclet number
BARRIER_LENGTH = 200.0   # attachment length of a finite step-edge barrier
EDGE_PRODUCT = 200.0     # edge diffusivity times edge-adatom density


def formula_rate(q, flux=FLUX, phase_factor=1, edge=0):
    """Derived dispersion relation, with optional edge diffusion."""
    x = q * WIDTH
    return (flux * (x * mp.tanh(x) + phase_factor * mp.sech(x) - 1)
            - D_CEQ * GAMMA * q**3 * mp.tanh(x) - GAMMA * edge * q**4)


def long_wave_length(flux=FLUX):
    return 4 * mp.pi * mp.sqrt(mp.mpf(D_CEQ) * GAMMA / (mp.mpf(flux) * WIDTH))


def full_peak(flux=FLUX, edge=0):
    """Wavenumber at the maximum of the full dispersion relation."""
    guess = 2 * mp.pi / long_wave_length(flux)
    guess /= mp.sqrt(1 + edge / (D_CEQ * WIDTH))
    return mp.findroot(
        lambda q: mp.diff(lambda k: formula_rate(k, flux, 1, edge), q),
        (guess * 0.98, guess * 1.02))


def terrace_solution(q, phase=0.0, barrier=np.inf):
    """Solve the diffusion problem between two truly wavy steps.

    Fourier-Chebyshev collocation for w = D c on the mapped terrace.
    Returns mean step speed and complex growth rate of the meander.
    A finite barrier is meant for phase = 0 only.
    """
    nx, nu, amplitude = 11, 13, 0.05
    x = 2 * np.pi / q * np.arange(nx) / nx
    k = q * np.fft.fftfreq(nx, 1 / nx)
    dx = np.real(np.fft.ifft(1j * k[:, None]
                             * np.fft.fft(np.eye(nx), axis=0), axis=0))
    node = -np.cos(np.pi * np.arange(nu) / (nu - 1))
    weight = np.ones(nu)
    weight[[0, -1]] = 2
    weight *= (-1.0) ** np.arange(nu)
    du = np.outer(weight, 1 / weight) / (
        node[:, None] - node[None, :] + np.eye(nu))
    du = 2 * (du - np.diag(du.sum(axis=1)))
    u = (node + 1) / 2

    arg0, arg1 = q * x, q * x + phase
    slope0 = -amplitude * q * np.sin(arg0)
    slope1 = -amplitude * q * np.sin(arg1)
    curv0 = amplitude * q**2 * np.cos(arg0) / (1 + slope0**2) ** 1.5
    curv1 = amplitude * q**2 * np.cos(arg1) / (1 + slope1**2) ** 1.5
    height = WIDTH + amplitude * (np.cos(arg1) - np.cos(arg0))

    d_u = np.kron(np.eye(nx), du)
    shift = ((slope0[:, None] + u * (slope1 - slope0)[:, None])
             / height[:, None]).ravel()
    grad_x = np.kron(dx, np.eye(nu)) - shift[:, None] * d_u
    grad_y = d_u / np.repeat(height, nu)[:, None]
    matrix = grad_x @ grad_x + grad_y @ grad_y
    source = np.full(nx * nu, -FLUX)
    identity = np.eye(nx * nu)
    low = np.arange(nx) * nu
    top = low + nu - 1
    flux_low = grad_y[low] - slope0[:, None] * grad_x[low]
    flux_top = grad_y[top] - slope1[:, None] * grad_x[top]
    matrix[low] = identity[low]
    source[low] = D_CEQ * (1 + GAMMA * curv0)
    exchange = np.sqrt(1 + slope1**2) / barrier
    matrix[top] = flux_top + exchange[:, None] * identity[top]
    source[top] = exchange * D_CEQ * (1 + GAMMA * curv1)
    w = np.linalg.solve(matrix, source)
    speed = flux_low @ w - flux_top @ w
    growth = 2 / nx * np.sum(speed * np.exp(-1j * q * x)) / amplitude
    return speed.mean(), growth


def numerical_peak(barrier=np.inf):
    best = minimize_scalar(
        lambda q: -terrace_solution(q, 0.0, barrier)[1].real,
        bounds=(0.03, 0.08), method="bounded", options={"xatol": 1e-7})
    return best.x


# Dispersion relation and mean speed against the wavy-terrace solution
for q_test in (0.03, 0.05, 0.09):
    for phase_test in (0.0, 1.0, np.pi):
        mean_speed, numeric = terrace_solution(q_test, phase_test)
        derived = complex(formula_rate(
            q_test, phase_factor=mp.expj(phase_test)))
        assert abs(numeric - derived) < 3e-6
        assert abs(mean_speed - FLUX * WIDTH) < 1e-6
        if phase_test > 0:
            assert numeric.real < terrace_solution(q_test)[1].real

# Long-wave coefficients by symbolic expansion
qs, fs, ls, ks = sp.symbols("q F l K", positive=True)
symbolic = (fs * (qs * ls * sp.tanh(qs * ls) + 1 / sp.cosh(qs * ls) - 1)
            - ks * qs**3 * sp.tanh(qs * ls))
series = sp.expand(sp.series(symbolic, qs, 0, 6).removeO())
assert sp.simplify(series.coeff(qs, 2) - fs * ls**2 / 2) == 0
assert sp.simplify(series.coeff(qs, 4) + ks * ls + fs * ls**4 / 8) == 0

# Peak of the full relation, found two ways
q_long = 2 * mp.pi / long_wave_length()
q_full = full_peak()
lam_long, lam_full = long_wave_length(), 2 * mp.pi / q_full
lam_numeric = 2 * np.pi / numerical_peak()
assert abs(lam_numeric / float(lam_full) - 1) < 2e-3
assert abs(lam_long / lam_full - 1) < 0.02

# Residual wavelength error is second order: -(q l)^4 / 80 at weak flux
weak = 1e-4
x_squared = (2 * mp.pi / long_wave_length(weak) * WIDTH) ** 2
deviation = 2 * mp.pi / full_peak(weak) / long_wave_length(weak) - 1
error_coefficient = deviation / x_squared**2
assert abs(error_coefficient * 80 + 1) < 0.01

# Neglected effects: finite barrier and edge diffusion
lam_barrier = 2 * np.pi / numerical_peak(BARRIER_LENGTH)
lam_barrier_law = float(lam_long) * np.sqrt(1 + WIDTH / BARRIER_LENGTH)
assert abs(lam_barrier / lam_barrier_law - 1) < 0.03
lam_edge = 2 * mp.pi / full_peak(edge=EDGE_PRODUCT)
lam_edge_law = lam_long * mp.sqrt(1 + EDGE_PRODUCT / (D_CEQ * WIDTH))
assert abs(lam_edge / lam_edge_law - 1) < 0.03

rate_long = (FLUX * WIDTH**2 * q_long**2 / 2
             - D_CEQ * GAMMA * WIDTH * q_long**4)
rate_full = formula_rate(q_full)
cut_long = lam_long / mp.sqrt(2)
cut_full = 2 * mp.pi / mp.findroot(formula_rate, (0.07, 0.08))
supersaturation = FLUX * WIDTH**2 / (2 * D_CEQ)
critical_radius = GAMMA / np.log1p(supersaturation)
nucleation_barrier = np.pi * GAMMA * critical_radius
peclet = FLUX * WIDTH**2 * CEQ_CHOSEN / D_CEQ


def show(label, value, unit, digits=4):
    print(f"{label}: {float(value):.{digits}g} {unit}".rstrip())


show("Input D ceq", D_CEQ, "per s")
show("Input capillary length", GAMMA, "spacings")
show("Input flux", FLUX, "layers/s")
show("Input terrace width", WIDTH, "spacings")
show("Chosen lattice spacing", SPACING_NM, "nm")
show("Terrace width converted", WIDTH * SPACING_NM, "nm")
show("Mean step speed (wavy-terrace solution)", mean_speed, "spacings/s")
show("Long-wave peak wavenumber", q_long, "per spacing")
show("q l at long-wave peak", q_long * WIDTH, "(no unit)")
show("Long-wave wavelength", lam_long, "spacings", 5)
show("Long-wave wavelength converted", lam_long * SPACING_NM, "nm", 3)
show("Full-dispersion wavelength", lam_full, "spacings", 5)
show("Wavy-terrace numerical wavelength", lam_numeric, "spacings", 5)
show("Long-wave wavelength error", 100 * (lam_long / lam_full - 1), "%", 2)
show("Weak-flux error coefficient", error_coefficient, "(no unit)")
show("Long-wave peak growth rate", rate_long, "per s")
show("Full peak growth rate", rate_full, "per s")
show("Long-wave rate error", 100 * (rate_long / rate_full - 1), "%", 3)
show("Full e-folding time", 1 / rate_full, "s", 3)
show("Layers grown per e-folding", FLUX / rate_full, "layers", 3)
show("Long-wave cutoff wavelength", cut_long, "spacings")
show("Full cutoff wavelength", cut_full, "spacings")
for other in (0.01, 1.0):
    show(f"Flux {other} layers/s, long-wave wavelength",
         long_wave_length(other), "spacings")
    show(f"Flux {other} layers/s, full wavelength",
         2 * mp.pi / full_peak(other), "spacings")
show("Chosen barrier attachment length", BARRIER_LENGTH, "spacings")
show("Wavelength with finite barrier, numerical", lam_barrier, "spacings")
show("Wavelength with finite barrier, law", lam_barrier_law, "spacings")
show("Chosen edge transport product", EDGE_PRODUCT, "spacings/s")
show("Wavelength with edge diffusion, full", lam_edge, "spacings")
show("Wavelength with edge diffusion, law", lam_edge_law, "spacings")
show("Largest terrace supersaturation", supersaturation, "(no unit)")
show("Critical island radius there", critical_radius, "spacings", 3)
show("Island nucleation barrier there", nucleation_barrier, "kT", 3)
show("Chosen ceq for Peclet number", CEQ_CHOSEN, "per site")
show("Peclet number F l^2 / D", peclet, "(no unit)")
print("OK")
```

Printed output:

```
Input D ceq: 100 per s
Input capillary length: 2 spacings
Input flux: 0.1 layers/s
Input terrace width: 20 spacings
Chosen lattice spacing: 0.25 nm
Terrace width converted: 5 nm
Mean step speed (wavy-terrace solution): 2 spacings/s
Long-wave peak wavenumber: 0.05 per spacing
q l at long-wave peak: 1 (no unit)
Long-wave wavelength: 125.66 spacings
Long-wave wavelength converted: 31.4 nm
Full-dispersion wavelength: 124.55 spacings
Wavy-terrace numerical wavelength: 124.55 spacings
Long-wave wavelength error: 0.9 %
Weak-flux error coefficient: -0.0125 (no unit)
Long-wave peak growth rate: 0.025 per s
Full peak growth rate: 0.02193 per s
Long-wave rate error: 14 %
Full e-folding time: 45.6 s
Layers grown per e-folding: 4.56 layers
Long-wave cutoff wavelength: 88.86 spacings
Full cutoff wavelength: 82.62 spacings
Flux 0.01 layers/s, long-wave wavelength: 397.4 spacings
Flux 0.01 layers/s, full wavelength: 397.3 spacings
Flux 1.0 layers/s, long-wave wavelength: 39.74 spacings
Flux 1.0 layers/s, full wavelength: 35.29 spacings
Chosen barrier attachment length: 200 spacings
Wavelength with finite barrier, numerical: 130.3 spacings
Wavelength with finite barrier, law: 131.8 spacings
Chosen edge transport product: 200 spacings/s
Wavelength with edge diffusion, full: 133.4 spacings
Wavelength with edge diffusion, law: 131.8 spacings
Largest terrace supersaturation: 0.2 (no unit)
Critical island radius there: 11 spacings
Island nucleation barrier there: 68.9 kT
Chosen ceq for Peclet number: 0.01 per site
Peclet number F l^2 / D: 0.004 (no unit)
OK
```
